# Helmholtz iteration for Dirac bound states without kinetic balance

## When the two halves of a spinor share one basis

An electron bound to a point charge $Z=60$ has a 1s binding energy of about 51.6 keV, a tenth of its rest energy. The small component of its spinor is 23% of the large one. A program that represents both on the same adaptive grid faces a difficulty: the Dirac Hamiltonian has a continuum of negative energies, and diagonalizing it in an ill-chosen finite basis can put the "ground state" far too low. The usual protection is kinetic balance, a small-component basis that contains $\boldsymbol\sigma\cdot\mathbf p$ applied to the large-component functions.

Multiwavelet codes offer another setting: iterate an integral equation instead of diagonalizing. This guide derives when that iteration converges, which projected form of it is protected without kinetic balance, and how to choose its controls.

## The equation being iterated

Atomic units are used in the algebra. Let $H=H_0+V$, with $H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$, $V\le0$, $V\to0$ at infinity, and $-c^2<E<c^2$. Moving $V\psi$ to the right of $H\psi=E\psi$ gives

$$(H_0-E)\psi=-V\psi=|V|\psi .$$

Since $\beta$ anticommutes with each $\alpha_i$, the cross terms in $H_0^2$ cancel and $H_0^2=c^2p^2+c^4$. Hence

$$(H_0-E)(H_0+E)=c^2(p^2+k^2),\qquad k^2=\frac{c^4-E^2}{c^2}>0 .$$

The inverse is therefore a scalar Helmholtz convolution followed by a first-order operator:

$$\psi=K(E)\psi,\qquad K(E)=\frac{1}{c^2}(H_0+E)\,G_k\,|V|,\qquad G_k(r)=\frac{e^{-kr}}{4\pi r}.$$

With $u_L=G_k|V|\psi_L$ and $u_S=G_k|V|\psi_S$, one step reads

$$\psi_L^{\rm new}=\frac{(c^2+E)u_L+c\,\boldsymbol\sigma\cdot\mathbf p\,u_S}{c^2},\qquad
\psi_S^{\rm new}=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,u_L-(c^2-E)u_S}{c^2}.$$

For weak binding $E\approx c^2$, so $\psi_L\approx2u_L$ and $\psi_S\approx\boldsymbol\sigma\cdot\mathbf p\,\psi_L/(2c)$. In this limit the step itself generates a nearly balanced small component; the basis has only to represent it. The derivative can act on the kernel instead of on the basis functions, $\nabla G_k=-(k+1/r)\,\hat{\mathbf r}\,G_k$, so discontinuous basis functions need not be differentiated.

In three dimensions the kernel is made separable by

$$\frac1{p^2+k^2}=\int_0^\infty e^{-t(p^2+k^2)}dt
\approx h\sum_j t_j e^{-t_jk^2}e^{-t_jp^2},\qquad t_j=e^{s_j},$$

where $h$ is the spacing of the $s_j$ and the factor $t_j$ comes from $dt=t\,ds$. Each term is a product of three one-dimensional Gaussians.

## Convergence at fixed energy

Put $R=(H_0-E)^{-1}$ and $y=|V|^{1/2}\psi$. Then $K=R|V|$ becomes the self-adjoint operator

$$A(E)=|V|^{1/2}R\,|V|^{1/2}.$$

If $Ay=\mu y$ with $\mu\ne0$, define $\psi=\mu^{-1}R|V|^{1/2}y$. This gives $|V|^{1/2}\psi=y$ and

$$(H_0-E)\psi=\lambda|V|\psi,\qquad \lambda=1/\mu .$$

So $\lambda$ is the factor by which the potential must be multiplied to have a level at $E$. A bound state of the actual potential has $\mu=1$. Repeated application of $K$ converges to it, after normalization, if the rest of the spectrum of $A$ lies strictly inside $(-1,1)$ and the start overlaps the state. A Kramers pair shares $\mu=1$; the iteration then settles on one combination of the two.

**No larger positive eigenvalue.** The levels of $H_0+\lambda V$ fall as $\lambda$ grows, because $dE/d\lambda=\langle V\rangle<0$. They enter the gap from its upper edge. Suppose a strength $\lambda<1$ already gave the lowest level $E_1$. At $\lambda=1$ that level would lie below $E_1$, a contradiction unless it had dived into the lower continuum. Without such diving, $\mu=1$ is the top of the spectrum at $E_1$. For a higher level this fails, as discussed below.

**No eigenvalue at or below $-1$.** This would need a level at $E$ for the repulsive problem $H_0+\tau|V|$ with $0<\tau\le1$. Let $|V|\le v_0$. The operator $H_0+\tau v_0/2$ has the gap $(-c^2+\tau v_0/2,\;c^2+\tau v_0/2)$. The remainder $\tau(|V|-v_0/2)$ has norm at most $\tau v_0/2$ and moves each edge by no more than that. The interval $(-c^2+\tau v_0,\;c^2)$ stays empty, and it contains $E$ if

$$v_0<c^2+E .$$

This condition is sufficient, not necessary. For bounded $V$ vanishing at infinity, $A$ is compact, so its eigenvalues accumulate only at zero and a finite distance separates $\mu=1$ from the rest.

## The rate for a point nucleus

For $V=-Z/r$ no bound $v_0$ exists, and a separate analysis is needed. Let $a=Z/c=Z\alpha$ and $\gamma=\sqrt{1-a^2}$, with $a<\sqrt3/2$ so that $H$ is self-adjoint without an extra condition at the nucleus.

Near $r=0$ the mass and $E$ are negligible. For radial components $P=p_0r^s$, $Q=q_0r^s$ in the channel $\kappa$, the eigenvalue equation becomes

$$c(\kappa-s)q_0=\frac Z\mu p_0,\qquad c(\kappa+s)p_0=\frac Z\mu q_0
\;\Rightarrow\; \kappa^2-s^2=\frac{a^2}{\mu^2}.$$

The norm of $y$ is $\int|V|(P^2+Q^2)dr\propto\int r^{2s}dr/r$ for real $s$. Waves in $\ln r$, with $s=i\tau$, are therefore its continuum states, and $\mu=\pm a/\sqrt{\kappa^2+\tau^2}$. These values fill $[-a,a]$ for $|\kappa|=1$ and a narrower interval otherwise. The region away from the nucleus adds a compact part, which does not change this continuum.

The discrete values follow from the Dirac-Coulomb level formula with $Z$ replaced by $\lambda Z$. Solved for the strength at energy $E>0$, it reads

$$\frac{\lambda a\,(E/c^2)}{\sqrt{1-(E/c^2)^2}}=n_r+\sqrt{\kappa^2-\lambda^2a^2}.$$

Repulsive strengths give levels at negative energy, hence none here. At the 1s energy $E=\gamma c^2$ the left side is $\lambda\gamma$. The state itself is $n_r=0$, $\lambda=1$. The next one has $n_r=1$, $|\kappa|=1$:

$$(\lambda\gamma-1)^2=1-\lambda^2a^2
\;\Rightarrow\;\lambda^2(\gamma^2+a^2)=2\lambda\gamma
\;\Rightarrow\;\lambda=2\gamma .$$

The square root must be non-negative, so $2\gamma^2\ge1$, or $a\le1/\sqrt2$. For $|\kappa|=2$, $n_r=0$ one finds $\lambda=2$, which is weaker competition; larger $n_r$ or $|\kappa|$ requires larger $\lambda$. The asymptotic error factor per step is thus

$$\rho=\begin{cases}1/(2\gamma), & a\le1/\sqrt2,\\ a, & a>1/\sqrt2.\end{cases}$$

In the first range $2a\gamma\le1$, so the discrete value $1/(2\gamma)$ is not below the continuum edge $a$. In the second range the root $\lambda=2\gamma$ is not a level and must be discarded.

The factor $\rho$ tends to $1/2$ for light nuclei. For $a>1/\sqrt2$ the continuum edge controls it, and the error no longer settles to one decaying mode.

For $Z=60$, $a=0.4378$ and $\gamma=0.8991$, so $\rho=1/(2\times0.8991)=0.556$. The measured factor agrees, and so does that for $Z=20$, 0.505. In the channel of the 1s state, $\kappa=-1$, the computed spectrum of $K$ begins 1.000, 0.556, 0.438 and ends at $-0.433$, just inside $-a$. The lowest value samples the continuum and depends on how close the grid comes to the nucleus: it is $-0.418$, $-0.433$ and $-0.437$ for innermost radii of about $4\times10^{-6}/Z$, $10^{-10}/Z$ and $3\times10^{-21}/Z$, approaching $-a$. The third value moves from 0.436 to 0.438 over the same range.

## Updating the energy

Each step solves $(H_0-E)\psi_n=-V\psi_o$, with old spinor $\psi_o$ and new spinor $\psi_n$. Adding $V\psi_n$ gives $(H-E)\psi_n=V(\psi_n-\psi_o)$, and projection on $\psi_n$ yields

$$E_{\rm new}=\frac{\langle\psi_n|H|\psi_n\rangle}{\langle\psi_n|\psi_n\rangle}
=E+\frac{\langle\psi_n|V(\psi_n-\psi_o)\rangle}{\langle\psi_n|\psi_n\rangle}.$$

No derivative is needed. The Rayleigh quotient is stationary at an eigenstate, though not a minimum, so a spinor error $\delta$ produces an energy error of order $\delta^2$. To first order the spinor error still evolves under $K(E_1)$: its factor is $\rho$, and that of the energy is $\rho^2$.

The update is also Newton's method for $\lambda(E)=1$. From $dR/dE=R^2$ and first-order perturbation theory,

$$\frac{d\mu}{dE}=\frac{\langle y||V|^{1/2}R^2|V|^{1/2}|y\rangle}{\langle y|y\rangle}
=\mu^2\frac{\langle\psi|\psi\rangle}{\langle\psi||V||\psi\rangle}>0,
\qquad
\frac{d\lambda}{dE}=-\frac{\langle\psi|\psi\rangle}{\langle\psi||V||\psi\rangle}.$$

On an eigenvector $\psi_n=\mu\psi_o$, and the energy shift is

$$\frac{\mu(\mu-1)\langle V\rangle}{\mu^2}=(1-\lambda)\langle V\rangle=(\lambda-1)\langle|V|\rangle
=-\frac{\lambda-1}{d\lambda/dE},$$

where the averages are taken in the normalized spinor. Newton's method is guaranteed only near the solution. A badly unbalanced early spinor could send $E$ out of the gap, where $k$ is no longer real. Holding $E$ fixed for the first steps reduces this risk: power iteration at fixed $E$ tends to the eigenvector of largest $|\mu|$ that the start overlaps, and so improves the spinor before the updates begin, provided the top positive $\mu$ exceeds every negative one in size. For a point nucleus this holds when $E>0$, where the top value is $a/\sqrt{1-E^2/c^4}>a$; deep in the lower half of the gap it can fail.

In the example the start had $Q=P$, whereas the converged ratio is $Q/P=-(1-\gamma)/a=-0.2306$. The energy was held at $-48980.5$ eV, relative to $c^2$, for six steps. The error was 101 eV after step 7, 3.21 eV after step 10 and $2.60\times10^{-5}$ eV after step 20. The last ten steps give a mean factor

$$\left(\frac{2.602\times10^{-5}}{3.213}\right)^{1/10}=0.310,$$

against $\rho^2=0.309$: about two steps per decimal digit. The result is $-51584.14$ eV ($-1895.682$ hartree), with a mean radius of 0.01234 angstrom (0.02332 bohr).

## Why kinetic balance is not required

Project $A(E)$ onto any finite set of four-component functions, with all integrals exact. Its top eigenvalue obeys $\mu_N(E)\le\mu_1(E)$, because a maximum over a subspace cannot exceed the full maximum. Below $E_1$ we have $\mu_1(E)<1$, since $\mu_1$ increases with $E$. The projected equation therefore has no solution in the gap below $E_1$. If the gap contains an energy with $\mu_N(E_N)=1$, it satisfies

$$E_N\ge E_1 ,$$

whatever the relation between the two component bases. As the functions $|V|^{1/2}\chi$ built from the basis become complete, $\mu_N\to\mu_1$ and $E_N\to E_1$. A very poor basis may have no such energy at all. The argument assumes, as before, that no level has dived.

The bound belongs to this projection, in which the inner product carries the weight $|V|$. Projecting $K$ with the ordinary inner product, as multiwavelet codes usually do, gives a matrix that is not symmetric, and its level can fall below $E_1$. There the error must be judged by refining the basis.

Projecting $H$ lacks this protection. Take one function $p$ for the large component and one function $q$ for the small. With $\varepsilon=E-c^2$ and $D=\langle q|(d/dr+\kappa/r)p\rangle$, the $2\times2$ secular equation gives

$$\varepsilon=V_{pp}+\frac{c^2D^2}{2c^2+\varepsilon-V_{qq}} .$$

The second term plays the part of the kinetic energy. It is too small when $q$ overlaps poorly with the derivative of $p$, and a strongly negative $V_{qq}$ reduces it further.

For $\kappa=-1$, $p\propto re^{-Zr}$ and $q\propto r^2e^{-10Zr}$, one has $(d/dr-1/r)p=-Zp$. The squared overlap of the normalized functions is

$$\frac{36\,(2)^3(20)^5}{48\,(11)^8}=0.0896,$$

so $D^2=0.0896Z^2$: nine tenths of its largest possible value, $Z^2$, is lost. With $V_{pp}=-Z^2=-3600$, $V_{qq}=-5Z^2=-18000$ and $2c^2=37558$, the second term is about 116 and $\varepsilon\approx-3484$ hartree. The exact value is $-1896$.

The same pair of functions in the Helmholtz form gives an energy 3823 eV above the exact one; the Dirac matrix is 43213 eV below it. With four functions per component the deviations are $+248$ and $-7410$ eV. The basis is still poor, but in the Helmholtz form the error is positive, as the bound requires, and it shrinks as functions are added.

## Choosing the settings

**Polynomial order.** With the same piecewise polynomials for $P$ and $Q$, the 1s error was $-10.6$, $-0.11$, $-9\times10^{-4}$ and $-3\times10^{-8}$ eV for 2, 3, 4 and 6 polynomials per cell. These errors are negative, which does not contradict the bound: the integrals were done by quadrature at the nodes, while the bound assumes exact ones. Convergence must be judged by raising the order, not by the sign of the change. For a point nucleus the cells should also shrink towards $r=0$, where the components behave as $r^\gamma$ and polynomials on uniform cells converge slowly.

**Number of vectors.** At the 2s energy the 1s-like eigenvalue of $K$ is 1.949. Each step amplifies that admixture, and a single vector started at the 2s energy did end at the 1s level. A block of two vectors, orthonormalized with weight $|V|$ and rotated to diagonalize $K$ within the block, gave 2s at $-13063.01$ eV, in agreement with the closed formula.

For weak relativity a level at $-Z^2/8$ requires $\lambda=n/2$. The first state outside this block has $n=3$ and $\mu=2/3$, so the 2s spinor error is multiplied by about $2/3$ per step; a third vector improves this factor to $1/2$. For $Z=60$ the strength formula gives 0.686 and 0.532 instead. Without symmetry restrictions the block should hold all states up to the target and those nearly degenerate with it, since a neighbour with $\mu$ close to 1 decays slowly.

In the $p_{1/2}$ channel the lowest level found was 2p$_{1/2}$, degenerate with 2s in this model. At the 1s energy the largest $\mu$ there is 0.556, so no spurious $p_{1/2}$ partner of 1s appears.

**Stopping threshold.** If successive spinor errors are $e$ and $\rho e$, the observed change is $(1-\rho)e$ and the remaining error is $\rho/(1-\rho)$ times that change. For $Z=60$ this factor is $0.556/0.444=1.25$. A slow mode makes it much larger.

**Kernel range.** Omitting $t<t_0$ causes a relative error of about $t_0(p^2+k^2)$, so $t_0$ must be far below $1/p_{\max}^2$. The largest $t$ must make $e^{-tk^2}$ negligible; weakly bound states have small $k$ and need a longer range.

These choices were tried on a Gaussian well of depth 300000 eV and width 0.012 angstrom. Here $c^2+E=932940$ eV exceeds the depth, as the sufficient condition asks, and the lowest $\mu$ in the $\kappa=-1$ channel is $-0.176$; the condition keeps the other channels above $-1$ as well. With 84 Gaussians the kernel's relative error was below $10^{-9}$ on the momentum grid, and in space for $0.1\le kr\le3$. It grows at larger $kr$, where the kernel itself is exponentially small. The three-dimensional four-component iteration and the radial solver gave levels near $-89057.5$ eV, 0.013 eV apart, or $1.4\times10^{-7}$ of the binding energy. The difference comes almost entirely from the finite periodic box: a finer mesh in the 0.12 angstrom box leaves it unchanged, while a 0.144 angstrom box at the same spacing reduces it to 0.0003 eV. The Fourier grid is closed under differentiation, so this comparison checks the kernel and the spinor algebra; the evidence on unbalanced bases is the mismatched pair above.

## Where the guarantees stop

The analysis covers one electron in a local potential $V\le0$. Mean-field calculations add repulsion, nonlocal exchange and a potential that changes between steps, so neither the bound nor the rate carries over without further work. Levels that have dived into the lower continuum are outside its scope. Both models also omit nuclear recoil and radiative corrections, and the point charge omits nuclear size; their closely agreeing digits measure numerical accuracy, not agreement with a real ion. The numerical output below gives the remaining checks.

## Computed values

```
c = 137.035999 a.u.; Z = 60; Z*alpha = 0.437841; gamma = 0.899052
1 hartree = 27.211386 eV; 1 bohr = 0.52917721 angstrom
Exact 1s spinor: largest relative |K psi - psi| = 7.3e-10
1s start energy (E-c^2) = -48980.495 eV, start Q = P
  step  7: energy minus exact = 1.013e+02 eV
  step  8: energy minus exact = 3.257e+01 eV
  step 10: energy minus exact = 3.213e+00 eV
  step 15: energy minus exact = 9.192e-03 eV
  step 20: energy minus exact = 2.602e-05 eV
  step 30: energy minus exact = 2.166e-10 eV
1s iterated = -51584.144377 eV = -1895.68234086 hartree
1s closed formula = -51584.144377 eV
Q/P converged = -0.23055771; formula = -0.23055771
1s mean radius = 0.01233911 angstrom = 0.02331754 bohr
Z=20: spinor error factor = 0.50541; predicted 0.50541
Z=60: spinor error factor = 0.55614; predicted 0.55614
Z=60: energy error factor = 0.3093; predicted 0.3093
At -41267.316 eV: 1/mu = 0.8991691; formula 0.8991691
  d(1/mu)/dE = -1.043603e-05 per eV; norm formula -1.043603e-05
K at 1s energy: top three mu = 1.000000, 0.556141, 0.437967
  lowest mu = -0.432706; essential edge -Z*alpha = -0.437841
  2 polynomials per cell: 1s error = -1.063e+01 eV
  3 polynomials per cell: 1s error = -1.117e-01 eV
  4 polynomials per cell: 1s error = -9.347e-04 eV
  6 polynomials per cell: 1s error = -2.886e-08 eV
2s from block of two = -13063.005229 eV; formula -13063.005229 eV
  1s-like mu at 2s energy = 1.948873; formula 1.948873
  one vector started at 2s energy ends at -51584.144377 eV
2p1/2 = -13063.005229 eV; top p1/2 mu at 1s energy = 0.556141
Mismatched bases: 1s energy minus exact (Dirac matrix | Helmholtz form)
  1+1 functions: -43212.666 | 3823.497 eV
  2+2 functions: -29097.202 | 1959.950 eV
  4+4 functions: -7409.574 | 247.587 eV
  exponents in 1/angstrom, first pair: 113.384, 1133.836
Gaussian well: depth 300000 eV, width 0.012 angstrom
  box side 0.12 angstrom, 40 points per axis, 84 Gaussians
  Gaussian sum relative error: momentum 4.5e-10, space 8.6e-10
  level: 3D -89057.5312 eV; radial -89057.5184 eV
  small-component weight: 3D 0.0721720; radial 0.0721722
  c^2+E = 932940.4 eV; lowest mu of K = -0.17594
```
